# Different work functions on different faces do not break energy conservation: test program

```python
"""Face-dependent work functions and energy conservation.

Result under test: for a neutral metal crystal whose faces have work functions
W_i, the energy I to take an electron from the Fermi level to infinity is the
same through every face. The field outside supplies I - W_i, and
I = sum_i w_i W_i, where w_i is the share of charge that face i would carry if
the same body were a charged equipotential conductor.

Symbols: lengths in units of the cube edge; potentials in volts; energies in eV.
A panel density s gives the potential s * integral dS/r, so that the charge is
4 pi eps0 * edge * sum(s * area). An electron at potential V has energy -V in eV.
"""
import numpy as np
from scipy.constants import e, epsilon_0
from scipy.integrate import cumulative_trapezoid

W_END, W_SIDE = 5.0, 4.4      # model work functions, eV
EDGE = 1.0e-3                 # cube edge, m


def make_block(length, n):
    """Panels on a 1 x 1 x length block, refined towards all edges."""
    size = np.array([1.0, 1.0, length])
    axis, centre, half = [], [], []
    nodes = []
    for side in size:
        m = int(round(n * np.sqrt(side)))
        nodes.append(-0.5 * side * np.cos(np.pi * np.arange(m + 1) / m))
    for k in range(3):
        i, j = (k + 1) % 3, (k + 2) % 3
        for sign in (-1, 1):
            for a in range(len(nodes[i]) - 1):
                for b in range(len(nodes[j]) - 1):
                    c = np.zeros(3)
                    c[i] = 0.5 * (nodes[i][a] + nodes[i][a + 1])
                    c[j] = 0.5 * (nodes[j][b] + nodes[j][b + 1])
                    c[k] = sign * 0.5 * size[k]
                    axis.append(k)
                    centre.append(c)
                    half.append([0.5 * (nodes[i][a + 1] - nodes[i][a]),
                                 0.5 * (nodes[j][b + 1] - nodes[j][b])])
    return np.array(axis), np.array(centre), np.array(half)


def influence(points, mesh, want_field=False):
    """Potential (or field) at points from each panel with unit density."""
    axis, centre, half = mesh
    shape = (len(points), len(axis))
    out = np.zeros(shape + (3,)) if want_field else np.zeros(shape)
    for k in range(3):
        i, j = (k + 1) % 3, (k + 2) % 3
        sel = np.where(axis == k)[0]
        d = centre[sel][None, :, :] - points[:, None, :]
        height = -d[:, :, k]
        h = np.abs(height)
        for su in (-1, 1):
            for sv in (-1, 1):
                u = d[:, :, i] + su * half[sel, 0]
                v = d[:, :, j] + sv * half[sel, 1]
                r = np.sqrt(u * u + v * v + h * h)
                lu = np.arcsinh(v / np.hypot(u, h))
                lv = np.arcsinh(u / np.hypot(v, h))
                angle = np.arctan2(u * v, h * r)
                if want_field:
                    out[:, sel, i] += su * sv * lu
                    out[:, sel, j] += su * sv * lv
                    out[:, sel, k] += su * sv * np.sign(height) * angle
                else:
                    out[:, sel] += su * sv * (u * lu + v * lv - h * angle)
    return out


def solve_block(length, n):
    """Densities for unit potential and for potential equal to W on S."""
    mesh = make_block(length, n)
    axis, centre, half = mesh
    area = 4 * half[:, 0] * half[:, 1]
    work = np.where(axis == 2, W_END, W_SIDE)
    rhs = np.column_stack([np.ones(len(axis)), work])
    s = np.linalg.solve(influence(centre, mesh), rhs)
    return mesh, area, s[:, 0], s[:, 1]


def field_integral(points, steps, mesh, density):
    """Integral of E . dl: energy in eV given to an electron moved slowly."""
    field = np.einsum('pnc,n->pc', influence(points, mesh, True), density)
    return np.sum(field * steps)


# --- Cube: find I by demanding zero net charge -----------------------------
mesh, area, s_unit, s_work = solve_block(1.0, 11)
cap = area @ s_unit
I_cube = (area @ s_work) / cap
s_patch = I_cube * s_unit - s_work
I_mean = (2 * W_END + 4 * W_SIDE) / 6
assert abs(I_cube - I_mean) < 1e-6
assert 0.5 < cap < np.sqrt(3) / 2     # inscribed and circumscribed spheres

# Panel potential against direct quadrature over a uniformly charged cube
x, wx = np.polynomial.legendre.leggauss(40)
x, wx = x / 2, wx / 2
probe = np.array([0.9, 0.2, 0.3])
direct = 0.0
for k in range(3):
    for sign in (-0.5, 0.5):
        p, q = np.meshgrid(x, x, indexing='ij')
        i, j = (k + 1) % 3, (k + 2) % 3
        dist2 = (p - probe[i])**2 + (q - probe[j])**2 + (sign - probe[k])**2
        direct += np.sum(np.outer(wx, wx) / np.sqrt(dist2))
assert abs(influence(probe[None, :], mesh).sum() - direct) < 1e-7

# --- Work against the Coulomb field on three outside paths -----------------
t, wt = np.polynomial.legendre.leggauss(240)
t, wt = (t + 1) / 2, wt / 2


def exit_work(direction, density):
    """From the face centre straight out to infinity."""
    unit = np.eye(3)[direction]
    points = (0.5 + t / (1 - t))[:, None] * unit
    steps = (wt / (1 - t)**2)[:, None] * unit
    return field_integral(points, steps, mesh, density)


out_end = exit_work(2, s_patch)
out_side = exit_work(0, s_patch)
theta = t * np.pi / 2
rad = 0.5 + 0.5 * np.sin(2 * theta)
drad = np.cos(2 * theta)
zero = np.zeros_like(theta)
arc = np.column_stack([rad * np.cos(theta), zero, rad * np.sin(theta)])
darc = np.column_stack([drad * np.cos(theta) - rad * np.sin(theta), zero,
                        drad * np.sin(theta) + rad * np.cos(theta)])
around = field_integral(arc, darc * (wt * np.pi / 2)[:, None], mesh, s_patch)
total_end, total_side = W_END + out_end, W_SIDE + out_side
loop = W_SIDE + around - W_END
assert abs(total_end - I_mean) < 1e-3
assert abs(total_side - I_mean) < 1e-3
assert abs(total_end - total_side) < 1e-3
assert abs(loop) < 1e-3
# A charged cube at 1 V: the same path integral must return 1 V
assert abs(exit_work(2, s_unit) - 1) < 1e-3

# Far field of the neutral cube: inverse cube of the distance
far = influence(np.array([[0, 0, 10.0], [0, 0, 20.0]]), mesh) @ s_patch
far_ratio = far[0] / far[1]
assert abs(far_ratio - 8) < 0.2

# --- Longer block: neutrality on one mesh, charge shares on another --------
_, area_b, unit_b, work_b = solve_block(2.0, 11)
I_block = (area_b @ work_b) / (area_b @ unit_b)
mesh_w, area_w, unit_w, _ = solve_block(2.0, 13)
ends = mesh_w[0] == 2
share_end = (area_w[ends] @ unit_w[ends]) / (area_w @ unit_w)
area_end = area_w[ends].sum() / area_w.sum()
I_shares = share_end * W_END + (1 - share_end) * W_SIDE
I_area = area_end * W_END + (1 - area_end) * W_SIDE
assert abs(I_block - I_shares) < 5e-3      # finite panels at the edges
assert abs(I_block - I_area) > 1e-2
assert abs(I_block - I_cube) > 1e-2

# --- Double layer: integrate Poisson's equation through a charge profile ---
dipole = epsilon_0 * (W_END - W_SIDE)      # C/m, for the difference in W
z = np.linspace(-1e-9, 1e-9, 20001)


def bell(mid, width):
    return np.exp(-0.5 * ((z - mid) / width)**2) / (width * np.sqrt(2 * np.pi))


gap = 1e-10
rho = dipole / gap * (bell(-gap / 2, 5e-11) - bell(gap / 2, 8e-11))
E_layer = cumulative_trapezoid(rho, z, initial=0) / epsilon_0
V_layer = -cumulative_trapezoid(E_layer, z, initial=0)
electron_step = -(V_layer[-1] - V_layer[0])
assert abs(electron_step - (W_END - W_SIDE)) < 1e-5

# --- Numbers for the worked example ----------------------------------------
C = 4 * np.pi * epsilon_0 * EDGE * cap
charging = e / (2 * C)
print(f"Work function, c (end) faces: {W_END:.1f} eV")
print(f"Work function, a (side) faces: {W_SIDE:.1f} eV")
print(f"Cube edge: {EDGE * 1e3:.1f} mm")
print(f"I, mean over six faces: {I_mean:.3f} eV")
print(f"I, from zero net charge: {I_cube:.3f} eV")
print(f"Potential outside c face: {I_cube - W_END:+.3f} V")
print(f"Potential outside a face: {I_cube - W_SIDE:+.3f} V")
print(f"Field work, c face to infinity: {out_end:+.4f} eV")
print(f"Field work, a face to infinity: {out_side:+.4f} eV")
print(f"Total through c face: {total_end:.4f} eV")
print(f"Total through a face: {total_side:.4f} eV")
print(f"Field work, a face round edge to c face: {around:+.4f} eV")
print(f"Closed-loop total, magnitude: {abs(loop):.4f} eV")
print(f"Loop total if field is ignored: {W_SIDE - W_END:+.1f} eV")
print("Electron energy relative to infinity, above face centres:")
for d in (0.01, 0.1, 0.5, 1.0, 3.0):
    pts = np.array([[0, 0, 0.5 + d], [0.5 + d, 0, 0]])
    U = -(influence(pts, mesh) @ s_patch)
    print(f"  distance {d * EDGE * 1e3:.2f} mm: c {U[0]:+.4f} eV, a {U[1]:+.4f} eV")
pt = np.array([[0, 0, 1.0]])
E_mid = np.einsum('pnc,n->pc', influence(pt, mesh, True), s_patch)[0, 2] / EDGE
print(f"Outward field 0.50 mm above c face: {E_mid:+.1f} V/m")
print(f"Potential ratio, 10 mm to 20 mm from centre: {far_ratio:.3f}")
print(f"Cube capacitance: {C * 1e15:.1f} fF")
print(f"Charging energy e^2/(2C): {charging * 1e6:.2f} micro-eV")
print(f"Double-layer dipole difference: {dipole / e * 1e-9:.4f} e nm per nm^2")
print(f"Electron step from that layer: {electron_step:.4f} eV")
print("Block 1 mm x 1 mm x 2 mm, same work functions:")
print(f"  area share of end faces: {area_end:.3f}")
print(f"  charge share of end faces: {share_end:.3f}")
print(f"  I from zero net charge: {I_block:.3f} eV")
print(f"  I from charge shares: {I_shares:.3f} eV")
print(f"  area-weighted mean of W: {I_area:.3f} eV")
print("all assertions hold")
```

Running it gives:

```
Work function, c (end) faces: 5.0 eV
Work function, a (side) faces: 4.4 eV
Cube edge: 1.0 mm
I, mean over six faces: 4.600 eV
I, from zero net charge: 4.600 eV
Potential outside c face: -0.400 V
Potential outside a face: +0.200 V
Field work, c face to infinity: -0.4000 eV
Field work, a face to infinity: +0.2000 eV
Total through c face: 4.6000 eV
Total through a face: 4.6000 eV
Field work, a face round edge to c face: +0.6000 eV
Closed-loop total, magnitude: 0.0000 eV
Loop total if field is ignored: -0.6 eV
Electron energy relative to infinity, above face centres:
  distance 0.01 mm: c +0.3926 eV, a -0.1963 eV
  distance 0.10 mm: c +0.3267 eV, a -0.1634 eV
  distance 0.50 mm: c +0.1240 eV, a -0.0620 eV
  distance 1.00 mm: c +0.0421 eV, a -0.0211 eV
  distance 3.00 mm: c +0.0035 eV, a -0.0017 eV
Outward field 0.50 mm above c face: -300.2 V/m
Potential ratio, 10 mm to 20 mm from centre: 7.998
Cube capacitance: 73.5 fF
Charging energy e^2/(2C): 1.09 micro-eV
Double-layer dipole difference: 0.0332 e nm per nm^2
Electron step from that layer: 0.6000 eV
Block 1 mm x 1 mm x 2 mm, same work functions:
  area share of end faces: 0.200
  charge share of end faces: 0.235
  I from zero net charge: 4.541 eV
  I from charge shares: 4.541 eV
  area-weighted mean of W: 4.520 eV
all assertions hold
```
